# Fitting the Hellmann Potential to Computed Potassium 4s and 4p Levels: a numerical check

```python
# Result under test: the Hellmann potential V(r) = -C/r + A exp(-kappa r)/r,
# fitted to the 4s and 4p terms of potassium, improves greatly on hydrogen for
# 5s but still misses it by more than 0.05 eV; for A > 0 it must bind 3d by
# less than Ry/9, while the reference binds 3d by more than Ry/9.
# C = e^2/(4 pi eps0); A: strength (eV nm); kappa: inverse range (1/nm);
# l: angular momentum; u(r): radial function times r; energies in eV.
# Reference terms: frozen-core Hartree-Fock for one electron outside K+.
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, roots_laguerre
from pyscf import gto, scf

C = const.e / (4 * math.pi * const.epsilon_0) * 1e9
KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
HARTREE = const.physical_constants['Hartree energy in eV'][0]
RY = HARTREE / 2
BOHR = const.physical_constants['Bohr radius'][0] * 1e9

# ---------- reference terms from K+ Hartree-Fock ----------
SMALLEST, RATIO = 0.005, 2.2
COUNTS = (24, 17, 10)
basis = [[l, [SMALLEST * RATIO**k, 1.0]]
         for l, count in enumerate(COUNTS) for k in range(count)]
mol = gto.M(atom='K 0 0 0', basis={'K': basis}, charge=1, spin=0, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
core_dm = np.asarray(mf.make_rdm1())
h_core = mf.get_hcore()
overlap = mf.get_ovlp()
J_core, K_core = mf.get_jk(mol, core_dm)
fock = h_core + J_core - K_core / 2
labels = mol.ao_labels(fmt=False)
COMPONENT = {0: ('s', ''), 1: ('p', 'x'), 2: ('d', 'xy')}


def channel(matrix, l):
    """Eigenpairs of one angular component of a spherical operator."""
    letter, m = COMPONENT[l]
    idx = [i for i, lab in enumerate(labels)
           if lab[2][-1] == letter and lab[3] == m]
    block = np.ix_(idx, idx)
    values, vectors = eigh(matrix[block], overlap[block])
    full = np.zeros((len(labels), len(idx)))
    full[idx] = vectors
    return values * HARTREE, full


def determinant_energy(dm_up, dm_down):
    J, K = mf.get_jk(mol, np.array([dm_up, dm_down]))
    total = dm_up + dm_down
    energy = np.sum(h_core * total) + 0.5 * np.sum((J[0] + J[1]) * total)
    return energy - 0.5 * (np.sum(K[0] * dm_up) + np.sum(K[1] * dm_down))


# name: (l, index in the all-electron channel, index in the pseudo channel)
STATES = {'4s': (0, 3, 0), '4p': (1, 2, 0), '5s': (0, 4, 1), '3d': (2, 0, 0)}
reference = {}
cation_energy = determinant_energy(core_dm / 2, core_dm / 2)
frozen_core_gap = 0.0
for name, (l, index, _) in STATES.items():
    values, vectors = channel(fock, l)
    reference[name] = values[index]
    orbital = vectors[:, index]
    added = determinant_energy(core_dm / 2 + np.outer(orbital, orbital),
                               core_dm / 2)
    difference = (added - cation_energy) * HARTREE - values[index]
    frozen_core_gap = max(frozen_core_gap, abs(difference))
assert frozen_core_gap < 1e-4

# the same Gaussian basis must reproduce hydrogen levels
h_hydrogen = mol.intor('int1e_kin') + mol.intor('int1e_nuc') / 19
basis_error = max(abs(channel(h_hydrogen, l)[0][2 - l] + RY / 9)
                  for l in range(3))
assert basis_error < 3e-3
d_hydrogen = channel(h_hydrogen, 2)[0][0]
d_direct = channel(h_core + J_core, 2)[0][0]
assert reference['3d'] < d_direct < d_hydrogen
assert reference['3d'] < -RY / 9

# ---------- radial integration ----------
STEP, R_MAX = 0.001, 3.2
r = STEP * np.arange(1, int(round(R_MAX / STEP)) + 1)


def outward(l, A, kappa, energy):
    """Numerov solution started from the power series at the origin."""
    w = [A * (-kappa)**j / math.factorial(j) / KIN for j in range(14)]
    w[0] -= C / KIN
    w[1] -= energy / KIN
    c = [1.0]
    for k in range(1, 15):
        c.append(sum(w[j] * c[k - 1 - j] for j in range(k))
                 / (k * (k + 2 * l + 1)))
    start = [sum(ck * x**(k + l + 1) for k, ck in enumerate(c))
             for x in r[:2]]
    g = (l * (l + 1) / r**2
         + ((-C + A * np.exp(-kappa * r)) / r - energy) / KIN)
    f = 1 - STEP**2 * g / 12
    factor = (2 + STEP**2 * g / f).tolist()
    before, now = start[0] * f[0], start[1] * f[1]
    y = [before, now]
    for i in range(1, len(r) - 1):
        before, now = now, factor[i] * now - before
        y.append(now)
    return np.array(y) / f


def level(l, radial_nodes, A, kappa):
    """Energy by bisection on the number of nodes."""
    low, high = -20.0, -0.8
    for _ in range(42):
        middle = (low + high) / 2
        u = outward(l, A, kappa, middle)
        if np.count_nonzero(u[1:] * u[:-1] < 0) > radial_nodes:
            high = middle
        else:
            low = middle
    return (low + high) / 2


def strength(l, energy, kappa, low, high):
    """A for which the given energy is a bound level."""
    return brentq(lambda A: outward(l, A, kappa, energy)[-1], low, high,
                  xtol=1e-11, rtol=1e-12)


def strengths(kappa):
    return (strength(0, reference['4s'], kappa, 0.0, 20 * C),
            strength(1, reference['4p'], kappa, 0.0, 20 * C))


def mismatch(kappa):
    A_s, A_p = strengths(kappa)
    return A_s - A_p


scan = [(kappa, *strengths(kappa)) for kappa in np.arange(8.0, 27.0, 3.0)]
brackets = [(a[0], b[0]) for a, b in zip(scan[:-1], scan[1:])
            if (a[1] - a[2]) * (b[1] - b[2]) < 0]
assert len(brackets) >= 1
kappa_fit = brentq(mismatch, *brackets[0], xtol=1e-9)
A_fit = strengths(kappa_fit)[0]
hellmann = {name: level(l, nodes, A_fit, kappa_fit)
            for name, (l, _, nodes) in STATES.items()}

# ---------- independent diagonalization in a Laguerre basis ----------
x_nodes, x_weights = roots_laguerre(100)


def laguerre_levels(l, A, kappa, size=40, beta=10.0):
    """Energies and expectation values of exp(-kappa r)/r."""
    x = x_nodes
    radius = x / (2 * beta)
    rows, slopes = [], []
    for n in range(size):
        p = eval_genlaguerre(n, 2 * l + 2, x)
        dp = -eval_genlaguerre(n - 1, 2 * l + 3, x) if n > 0 else 0 * x
        norm = math.sqrt(np.sum(x_weights * (x**(l + 1) * p)**2)
                         / (2 * beta))
        rows.append(x**(l + 1) * p / norm)
        slope = (l + 1) * x**l * p + x**(l + 1) * (dp - p / 2)
        slopes.append(2 * beta * slope / norm)
    P, D = np.array(rows), np.array(slopes)
    weight = x_weights / (2 * beta)
    S = (P * weight) @ P.T
    kinetic = KIN * ((D * weight) @ D.T
                     + l * (l + 1) * (P * weight / radius**2) @ P.T)
    screened = (P * weight * np.exp(-kappa * radius) / radius) @ P.T
    H = kinetic - C * (P * weight / radius) @ P.T + A * screened
    values, vectors = eigh(H, S)
    return values, np.einsum('ia,ij,ja->a', vectors, screened, vectors)


method_gap, slope_gap = 0.0, 0.0
derivative = {}
dA = 0.005 * C
for name, (l, _, nodes) in STATES.items():
    values, means = laguerre_levels(l, A_fit, kappa_fit)
    method_gap = max(method_gap, abs(values[nodes] - hellmann[name]))
    derivative[name] = means[nodes]
    numeric = (level(l, nodes, A_fit + dA, kappa_fit)
               - level(l, nodes, A_fit - dA, kappa_fit)) / (2 * dA)
    slope_gap = max(slope_gap, abs(numeric / means[nodes] - 1))
    hydrogen_level = -RY / (nodes + l + 1)**2
    assert hellmann[name] > hydrogen_level
assert method_gap < 1e-4
assert slope_gap < 2e-3
assert min(derivative.values()) > 0
for name in ('4s', '4p'):
    assert abs(hellmann[name] - reference[name]) < 1e-5
assert abs(level(2, 0, 0.0, kappa_fit) + RY / 9) < 1e-5

# ---------- quality of the predictions ----------
error = {name: hellmann[name] - reference[name] for name in ('5s', '3d')}
# without the repulsion the second s level would be hydrogen 2s
unscreened_error = -RY / 4 - reference['5s']
assert 0.05 < abs(error['5s']) < 0.1 * abs(unscreened_error)
assert error['3d'] > 0


def effective_number(energy):
    return math.sqrt(-RY / energy)


n_star = effective_number(reference['4s'])
defect_5s = -RY / (n_star + 1)**2

# step to more attractive d strengths until the 3d term is bracketed
A_low = -C
while outward(2, A_low, kappa_fit, reference['3d'])[-1] > 0:
    A_low -= C
    assert A_low > -20 * C
A_d = strength(2, reference['3d'], kappa_fit, A_low, 0.0)
assert A_d < 0
assert abs(level(2, 0, A_d, kappa_fit) - reference['3d']) < 1e-5

print(f'C = e^2/(4 pi eps0): {C:.6f} eV nm')
print(f'hbar^2/(2m): {KIN:.7f} eV nm^2')
print(f'Rydberg energy Ry: {RY:.5f} eV')
print(f'Bohr radius: {BOHR:.7f} nm')
print(f'Gaussians per component s, p, d: {COUNTS}')
print(f'smallest exponent: {SMALLEST} bohr^-2, ratio: {RATIO}')
print(f'K+ Hartree-Fock total energy: {mf.e_tot:.5f} hartree')
print(f'largest basis error, hydrogen n=3: {basis_error:.1e} eV')
print(f'orbital energy vs determinant gap: {frozen_core_gap:.1e} eV')
for name in STATES:
    print(f'reference level {name}: {reference[name]:.4f} eV')
print(f'radial step: {STEP} nm, outer radius: {R_MAX} nm')
for kappa, A_s, A_p in scan:
    print(f'kappa {kappa:.0f} /nm: A_s {A_s:.4f}, A_p {A_p:.4f} eV nm')
print(f'number of crossings in the scan: {len(brackets)}')
print(f'fitted kappa: {kappa_fit:.4f} /nm')
print(f'fitted A: {A_fit:.5f} eV nm')
print(f'kappa times Bohr radius: {kappa_fit * BOHR:.4f} (no unit)')
print(f'A/C: {A_fit / C:.4f} (no unit)')
for name in STATES:
    print(f'Hellmann level {name}: {hellmann[name]:.4f} eV')
for name in STATES:
    print(f'dE/dA for {name}: {derivative[name]:.4f} /nm')
print(f'largest Numerov-Laguerre gap: {method_gap:.1e} eV')
print(f'largest relative gap in dE/dA: {slope_gap:.1e} (no unit)')
for name in error:
    percent = 100 * error[name] / abs(reference[name])
    print(f'error {name}, Hellmann minus reference: {error[name]:+.4f} eV')
    print(f'relative error {name}: {percent:+.2f} %')
error_ratio = abs(error['5s'] / error['3d'])
print(f'size of 5s error over 3d error: {error_ratio:.3f} (no unit)')
print(f'5s error of hydrogen 2s level: {unscreened_error:+.4f} eV')
print(f'n* of 4s, both: {n_star:.4f} (no unit)')
print(f"n* of 5s, reference: {effective_number(reference['5s']):.4f} (no unit)")
print(f"n* of 5s, Hellmann: {effective_number(hellmann['5s']):.4f} (no unit)")
print(f'5s from constant quantum defect: {defect_5s:.4f} eV')
print(f'exact hydrogen 3d level: {-RY / 9:.4f} eV')
print(f'hydrogen 3d in Gaussian basis: {d_hydrogen:.4f} eV')
print(f'3d with direct core potential only: {d_direct:.4f} eV')
print(f'd-channel strength A_d at fitted kappa: {A_d:.4f} eV nm')
print(f'A_d/C: {A_d / C:.4f} (no unit)')
print('tests ok')
```

Output:

```
C = e^2/(4 pi eps0): 1.439965 eV nm
hbar^2/(2m): 0.0380998 eV nm^2
Rydberg energy Ry: 13.60569 eV
Bohr radius: 0.0529177 nm
Gaussians per component s, p, d: (24, 17, 10)
smallest exponent: 0.005 bohr^-2, ratio: 2.2
K+ Hartree-Fock total energy: -599.01653 hartree
largest basis error, hydrogen n=3: 1.8e-04 eV
orbital energy vs determinant gap: 2.5e-09 eV
reference level 4s: -3.9989 eV
reference level 4p: -2.6001 eV
reference level 5s: -1.6583 eV
reference level 3d: -1.5802 eV
radial step: 0.001 nm, outer radius: 3.2 nm
kappa 8 /nm: A_s 1.5830, A_p 1.0317 eV nm
kappa 11 /nm: A_s 2.2726, A_p 1.8223 eV nm
kappa 14 /nm: A_s 3.2846, A_p 3.1177 eV nm
kappa 17 /nm: A_s 4.7556, A_p 5.2016 eV nm
kappa 20 /nm: A_s 6.8753, A_p 8.5054 eV nm
kappa 23 /nm: A_s 9.9057, A_p 13.6808 eV nm
kappa 26 /nm: A_s 14.2090, A_p 21.7046 eV nm
number of crossings in the scan: 1
fitted kappa: 15.0490 /nm
fitted A: 3.73838 eV nm
kappa times Bohr radius: 0.7964 (no unit)
A/C: 2.5962 (no unit)
Hellmann level 4s: -3.9989 eV
Hellmann level 4p: -2.6001 eV
Hellmann level 5s: -1.7277 eV
Hellmann level 3d: -1.4584 eV
dE/dA for 4s: 0.4074 /nm
dE/dA for 4p: 0.1024 /nm
dE/dA for 5s: 0.1251 /nm
dE/dA for 3d: 0.0110 /nm
largest Numerov-Laguerre gap: 3.4e-10 eV
largest relative gap in dE/dA: 3.3e-06 (no unit)
error 5s, Hellmann minus reference: -0.0694 eV
relative error 5s: -4.18 %
error 3d, Hellmann minus reference: +0.1218 eV
relative error 3d: +7.71 %
size of 5s error over 3d error: 0.570 (no unit)
5s error of hydrogen 2s level: -1.7431 eV
n* of 4s, both: 1.8446 (no unit)
n* of 5s, reference: 2.8644 (no unit)
n* of 5s, Hellmann: 2.8063 (no unit)
5s from constant quantum defect: -1.6815 eV
exact hydrogen 3d level: -1.5117 eV
hydrogen 3d in Gaussian basis: -1.5117 eV
3d with direct core potential only: -1.5239 eV
d-channel strength A_d at fitted kappa: -2.6874 eV nm
A_d/C: -1.8663 (no unit)
tests ok
```
